# Hydrogenic ground state: uniqueness, positivity and radial decrease without solving the equation

**Result.** In atomic units, with a fixed nucleus of charge $Z>0$ and no spin or relativity, let
$$H=-\tfrac12\Delta-\frac{Z}{r},\qquad r=|x|,\quad x\in\mathbb R^3 .$$
The lowest energy $E_0$ is a negative eigenvalue with one eigenfunction $\psi$, up to a factor. It can be chosen continuous and strictly positive everywhere. It is then spherically symmetric and strictly decreasing in $r$.

The proof uses no formula for $\psi$ or $E_0$. It presupposes the spectral theorem, the correspondence between closed forms and self-adjoint operators, Rellich compactness on balls and Lebesgue's density theorem. Norms and inner products are those of $L^2$, and $H^1$ contains the functions with finite $\|\psi\|$ and $\|\nabla\psi\|$.

## 1. Two sites

Take
$$h=\begin{pmatrix}-v&-b\\-b&0\end{pmatrix},\qquad b>0,\ v\ge0 .$$
For real amplitudes the energy is $-vc_1^2-2bc_1c_2$. If $c_1,c_2$ have opposite signs, taking moduli lowers it by $4b|c_1c_2|$. If one amplitude vanishes, $hc$ has a nonzero entry there, so $c$ is not an eigenvector. A ground state therefore has two nonzero amplitudes of one sign. Two such vectors cannot be orthogonal, so it is unique.

If $0<c_1<c_2$, exchanging them keeps the norm and the hopping term but changes the energy by $-v(c_2^2-c_1^2)$. Equal amplitudes are also excluded for $v>0$, since $h$ maps $(1,1)$ to $-(v+b,\,b)$, which is not a multiple of $(1,1)$. For $v>0$ the larger amplitude thus sits on the deeper site.

*Limits.* At $v=0$ the state is $(1,1)/\sqrt2$. If also $b\to0$, every vector has energy zero: without hopping, uniqueness is lost. If $v<0$, positivity survives but the order of the amplitudes reverses. Positivity comes from the kinetic coupling, the ordering from the potential.

## 2. The Coulomb form and existence

In the continuum the energy is
$$q(\psi)=\tfrac12\|\nabla\psi\|^2-Z\int\frac{|\psi|^2}{r}\,dx .$$
Two inequalities control the singularity. They are proved for smooth functions of compact support away from the origin, which are dense in $H^1$. Since $\operatorname{div}(x/r^2)=1/r^2$,
$$0\le\Big\|\nabla\psi+\frac{x\psi}{2r^2}\Big\|^2
=\|\nabla\psi\|^2+\frac12\int\frac{x\cdot\nabla|\psi|^2}{r^2}+\frac14\int\frac{|\psi|^2}{r^2}
=\|\nabla\psi\|^2-\frac14\int\frac{|\psi|^2}{r^2}.$$
This is Hardy's inequality, $\int|\psi|^2/r^2\le4\|\nabla\psi\|^2$. Since $\operatorname{div}(x/r)=2/r$,
$$2\int\frac{|\psi|^2}{r}=-\int\frac{x}{r}\cdot\nabla|\psi|^2\le2\|\psi\|\,\|\nabla\psi\| .$$

For $\|\psi\|=1$ and $k=\|\nabla\psi\|$ this gives
$$q(\psi)\ge\tfrac12k^2-Zk=\tfrac14k^2-Z^2+\big(\tfrac k2-Z\big)^2,
\qquad\text{so}\qquad k^2\le4\,(q(\psi)+Z^2).\tag{1}$$
The form is closed and bounded below, and defines $H$. Let $E_0=\inf q(\psi)$ over $\|\psi\|=1$.

**$E_0<0$.** Put $\varphi_\lambda(x)=\lambda^{3/2}\varphi(\lambda x)$ with $\|\varphi\|=1$. Then $q(\varphi_\lambda)=\lambda^2K-\lambda ZP$, where $K=\frac12\|\nabla\varphi\|^2$ and $P=\int|\varphi|^2/r$. This is negative for small $\lambda>0$.

**The minimum is attained.** By (1) a normalized minimizing sequence is bounded in $H^1$, so a subsequence $\psi_n$ converges weakly to some $\psi$. The Coulomb energies converge too. The region $r<\epsilon$ contributes at most $\epsilon\int|\psi_n|^2/r^2\le4\epsilon\|\nabla\psi_n\|^2$, the region $r>R$ at most $1/R$, and between them Rellich's theorem gives strong $L^2$ convergence. The kinetic energy cannot jump up in a weak limit, hence $q(\psi)\le E_0<0$ and $\psi\ne0$. Also $q(\psi)\ge E_0\|\psi\|^2$. Together $E_0\|\psi\|^2\le E_0$, so $\|\psi\|\ge1$. Weak limits do not gain norm, so $\|\psi\|=1$.

Since $q(\psi+\epsilon\varphi)-E_0\|\psi+\epsilon\varphi\|^2\ge0$ vanishes at $\epsilon=0$, its first variation vanishes, which is $H\psi=E_0\psi$. By Hardy, $-\frac12\Delta\psi=(E_0+Z/r)\psi$ lies in $L^2$. Thus $(1+p^2)\hat\psi(p)$ is square integrable. As $(1+p^2)^{-1}$ is square integrable in three dimensions, $\hat\psi$ is integrable and $\psi$ is continuous.

*Limit $Z\to0$.* With $\lambda=Z$ the dilation formula gives $q_Z(\varphi_Z)=Z^2(K-P)=Z^2q_1(\varphi)$. Hence $E_0(Z)=Z^2E_0(1)$ and $\psi_Z(x)=Z^{3/2}\psi_1(Zx)$. The state spreads out as $Z\to0$, and at $Z=0$ there is none: the infimum is zero, and $\|\nabla\psi\|=0$ forces $\psi=0$. Existence has to be proved separately from positivity, because the free heat flow is positive as well.

## 3. Positivity of the heat semigroup

**Free case.** With $H_0=-\frac12\Delta$,
$$(e^{-tH_0}f)(x)=(2\pi t)^{-3/2}\int e^{-|x-y|^2/(2t)}f(y)\,dy .$$
If $f\ge0$ and $f\neq0$, this is strictly positive everywhere for every $t>0$.

**Bounded attraction.** Let $W_M=\min(Z/r,M)$ and $H_M=H_0-W_M$. Differentiating $e^{-(t-s)H_0}e^{-sH_M}$ in $s$ produces the factor $H_0-H_M=W_M$ between the exponentials. Integration from $0$ to $t$ gives
$$e^{-tH_M}=e^{-tH_0}+\int_0^te^{-(t-s)H_0}\,W_M\,e^{-sH_M}\,ds .$$
Iterating produces a series whose $n$th term has norm at most $(Mt)^n/n!$. Each term is built from operators that keep nonnegative functions nonnegative. Keeping the first term alone, $e^{-tH_M}f\ge e^{-tH_0}f$ for $f\ge0$.

**Coulomb attraction.** The removed part $D=Z/r-W_M$ is nonzero for $r<Z/M$, where $r^2D=Zr-Mr^2\le Z^2/(4M)$. Hardy's inequality gives
$$0\le\int D|\psi|^2\le\frac{Z^2}{M}\|\nabla\psi\|^2.\tag{2}$$
Let $c=Z^2+1$, $u=(H+c)^{-1}f$ and $w=(H_M+c)^{-1}g$. Evaluating $\langle g,u\rangle$ with the form of $H_M+c$ and $\langle w,f\rangle$ with that of $H+c$,
$$\big\langle g,\big[(H+c)^{-1}-(H_M+c)^{-1}\big]f\big\rangle=\int D\,\bar w\,u .$$
By (1), $H+c\ge1$ and $\|\nabla u\|^2\le4\langle u,f\rangle\le4\|f\|^2$. The same holds for $w$ and $g$, because $H_M\ge H$. By Cauchy–Schwarz and (2) the resolvents differ in norm by at most $4Z^2/M$. The exponential is a continuous function of the resolvent, and polynomials approximate it uniformly, so $e^{-tH_M}\to e^{-tH}$ in norm. Therefore
$$e^{-tH}f\ \ge\ e^{-tH_0}f\ >\ 0\qquad(f\ge0,\ f\ne0,\ t>0).\tag{3}$$

*Check on hydrogen.* Using $\psi$ as trial function for $H_M$, (2) bounds the upward shift of the ground energy by $(Z^2/M)\|\nabla\psi\|^2$. For a cut at depth 100 eV the computed shift is 0.83 eV and the bound 7.40 eV.

To probe (3), a Gaussian of width parameter 0.8 Å was centred 1.2 Å from the nucleus and evolved for $t=0.04\ \mathrm{eV}^{-1}$. At the sampled points within 2.12 Å of the nucleus, the ratio of Coulomb flow to free flow lies between 1.354 and 6.356, above one as required. These end values depend on where the points fall: over the whole ball the ratio runs from about 1.34 near its edge to about 6.42 at the nucleus.

## 4. One ground state, of one sign

$H$ commutes with complex conjugation, so the ground eigenspace has a real basis. Take a real ground state $\psi=\psi_+-\psi_-$, with $\psi_\pm\ge0$ of disjoint support, and let $T=e^{-tH}$. Since $|\psi|=\psi_++\psi_-$ and $T$ is real and symmetric,
$$\langle|\psi|,T|\psi|\rangle-\langle\psi,T\psi\rangle=4\langle\psi_+,T\psi_-\rangle .$$
If both parts were nonzero, (3) would make the right side positive. But the largest spectral value of $T$ is $e^{-tE_0}$, so
$$\langle|\psi|,T|\psi|\rangle\le e^{-tE_0}\|\psi\|^2=\langle\psi,T\psi\rangle .$$
Hence one part vanishes. Choose $\psi\ge0$. Then
$$\psi=e^{tE_0}T\psi\ge e^{tE_0}e^{-tH_0}\psi>0,$$
and continuity of both ends makes this hold at every point. Two orthogonal real ground states would each have a fixed sign, and their product could not integrate to zero. The ground state is unique.

*Where the argument stops.* For an excited state of energy $E>E_0$ the upper bound $e^{-tE_0}\|\psi\|^2$ on $\langle|\psi|,T|\psi|\rangle$ still holds, but it exceeds $\langle\psi,T\psi\rangle=e^{-tE}\|\psi\|^2$, so no contradiction arises. A real excited state must change sign, being orthogonal to $\psi>0$. For the first excited s state of hydrogen, taking the modulus raises the expectation value of $T$ by a factor 1.045 at $t=0.04\ \mathrm{eV}^{-1}$.

**Gap and long times.** Let $E_1$ be the infimum of $q$ over normalized functions orthogonal to $\psi$. If $E_1\ge0$, then $E_1>E_0$. If $E_1<0$, the existence argument works in this weakly closed subspace, which $H$ leaves invariant. It gives an eigenfunction orthogonal to $\psi$, so again $E_1>E_0$. With $g=E_1-E_0$ the spectral theorem yields
$$\big\|e^{tE_0}e^{-tH}f-\langle\psi,f\rangle\psi\big\|\le e^{-gt}\,\big\|f-\langle\psi,f\rangle\psi\big\| .$$

Diagonalization in partial waves up to $l=30$ gives $E_0=-13.6057$ eV ($-0.500000$ hartree) and $E_1=-3.4014$ eV, hence $g=10.2043$ eV. These are values for a fixed nucleus; the finite proton mass raises $E_0$ by 0.007 eV, to $-13.598$ eV. At $t=0.4\ \mathrm{eV}^{-1}$ the exponent is $gt=4.08$ and the bound $e^{-gt}$ is 0.0169. The computed error, relative to the initial part orthogonal to $\psi$, is 0.0105.

The displaced Gaussian also loses its direction. The ratio of its values 1 Å in front of and behind the nucleus falls from 42.5 at $t=0$ to 1.033 at $t=0.4\ \mathrm{eV}^{-1}$ and 1.0001 at $t=1\ \mathrm{eV}^{-1}$.

## 5. Rearrangement across one plane

Uniqueness already gives spherical symmetry: a rotated $\psi$ is again a positive normalized ground state, hence equal to $\psi$. It does not give the decrease. For that, the exchange of two amplitudes in section 1 is carried over to space.

Let $\sigma$ be the reflection in a plane missing the nucleus, and $S$ the open side containing the nucleus. For $f\ge0$ in $H^1$ define
$$f^\sigma=\begin{cases}\max(f,f\circ\sigma)&\text{on }S,\\ \min(f,f\circ\sigma)&\text{on the other side.}\end{cases}$$
With $a=\frac12(f+f\circ\sigma)$ and $d=\frac12(f-f\circ\sigma)$ this is $a+|d|$ on $S$ and $a-|d|$ beyond. As $d$ is odd under $\sigma$, it vanishes on the plane and no jump arises. The norm is unchanged, because values are only exchanged within mirror pairs. So is the kinetic energy: for each pair
$$|\nabla(a+|d|)|^2+|\nabla(a-|d|)|^2=2|\nabla a|^2+2|\nabla d|^2 ,$$
which is also the sum for $f=a+d$ and $f\circ\sigma=a-d$.

Let $k(x)$ be nonincreasing in $|x|$. For $x\in S$ we have $|x|<|\sigma x|$, so $k(x)\ge k(\sigma x)$. Where $f(x)<f(\sigma x)$, the exchange adds
$$[f(\sigma x)-f(x)]\,[k(x)-k(\sigma x)]\ge0\tag{4}$$
to the overlap $\int fk$. The same holds for $f^2$. With $k=1/r$ the second bracket is positive, so the energy falls strictly unless $f^\sigma=f$.

*Check.* Take two Gaussian lobes of width parameter 0.8 Å, with weight 1 at $z=1.2$ Å and 0.6 at $z=-0.8$ Å, and the plane $z=0.4$ Å. The kinetic energy stays at 7.48 eV. The Coulomb energy goes from $-13.69$ to $-16.31$ eV, which lowers the total by 2.62 eV, from $-6.21$ to $-8.83$ eV.

## 6. Complete rearrangement

The symmetric decreasing rearrangement $f^*$ is the nonincreasing function of $r$ whose level sets $\{f^*>s\}$ are balls with the volumes of $\{f>s\}$. I claim
$$\|f^*\|=\|f\|,\qquad\|\nabla f^*\|\le\|\nabla f\|,\qquad\int\frac{f^{*2}}r\ge\int\frac{f^2}r .\tag{5}$$

Consider all functions obtained from $f$ by finitely many plane rearrangements. They share $\|f\|$ and $\|\nabla f\|$. By (4) for squares, with $k$ the indicator of a ball, none has more weight outside the ball than $f$. Rellich's theorem then makes their $L^2$ closure $\mathcal C$ compact. Let $g\in\mathcal C$ be closest to $f^*$.

The level volumes of $g$ are those of $f$. Indeed $\int(g^2-\delta^2)_+=\int(f^2-\delta^2)_+$ survives $L^2$ limits, and its right derivative in $\delta^2$ is minus the volume of $\{g>\delta\}$.

Suppose $g\ne f^*$. For some $s$ the set $\{g>s\}$ differs from the ball $B=\{f^*>s\}$ of equal volume. Then $C=B\setminus\{g>s\}$ and $A=\{g>s\}\setminus B$ have equal positive volume. Choose density points $x\in C$ and $y\in A$ with $|x|<|y|$, and let $\sigma$ exchange them. On a set of positive volume near $x$, $z\in C$ and $\sigma z\in A$, so
$$g(z)\le s<g(\sigma z),\qquad f^*(z)>s\ge f^*(\sigma z).$$
By (4) the overlap with $f^*$ grows strictly, so $g^\sigma$ is closer to $f^*$ than $g$. Moreover $g^\sigma\in\mathcal C$: ordering two pairs of numbers does not increase their squared distance, so $f\mapsto f^\sigma$ is continuous in $L^2$. This contradicts the choice of $g$. Hence $f^*\in\mathcal C$.

A sequence of rearranged functions thus tends to $f^*$ in $L^2$ and is bounded in $H^1$. The norm is kept, the gradient norm cannot jump up, and the Coulomb integrals, none below that of $f$, converge as in section 2. This proves (5).

*Check.* For the two lobes, $f^*$ has kinetic energy 6.40 eV and Coulomb energy $-17.19$ eV. Its total of $-10.79$ eV is 4.58 eV below that of $f$ and still 2.8 eV above $E_0$. In one run with randomly drawn points, seven reflections, each the best of four that exchange a deficient with an overfull point, reduce the distance to $f^*$, relative to $\|f\|$, from 0.53 to 0.11. The final value depends on the draw; other draws end between 0.13 and 0.18.

*Limit.* If $f$ is already a nonincreasing function of $r$, then $f^*=f$ and (5) holds with equality.

## 7. The ground state is its own rearrangement

Apply (5) to the positive ground state: $q(\psi^*)\le q(\psi)=E_0$ with $\|\psi^*\|=1$. So $\psi^*$ is a ground state, and uniqueness gives $\psi^*=\psi$. Hence $\psi$ is spherical and nonincreasing.

If it took equal values at two radii, it would be constant on the shell between them. There $\Delta\psi=0$, and the eigenvalue equation becomes $(E_0+Z/r)\psi=0$. Since $\psi>0$, this requires $E_0=-Z/r$ for every $r$ in the shell, which is impossible. The decrease is strict.

For hydrogen the computed $\psi$ is 1.4656, 0.5697, 0.2215 and 0.0335 Å$^{-3/2}$ at $r=0$, 0.5, 1 and 2 Å. For $Z=2$ the scaling of section 2 gives $4\times(-13.6057)=-54.423$ eV and a profile contracted by a factor two, with the same sign and order. The finite nuclear mass of He$^+$ would raise this energy by 0.008 eV. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
nuclear charge Z = 1
lobe width parameter = 0.8 angstrom
lobe A: z = 1.2 angstrom, weight 1
lobe B: z = -0.8 angstrom, weight 0.6
reflection plane: z = 0.4 angstrom
f: kinetic = 7.48 eV, Coulomb = -13.69 eV, total = -6.21 eV
two-point: kinetic = 7.48 eV, Coulomb = -16.31 eV, total = -8.83 eV
f*: kinetic = 6.40 eV, Coulomb = -17.19 eV, total = -10.79 eV
f: mean 1/r = 0.951 1/angstrom, bound = 1.401 1/angstrom
f: mean 1/r^2 = 1.395 1/angstrom^2, Hardy bound = 7.851 1/angstrom^2
relative distance to f* after 0 reflections = 0.53
relative distance to f* after 1 reflections = 0.39
relative distance to f* after 2 reflections = 0.32
relative distance to f* after 3 reflections = 0.30
relative distance to f* after 4 reflections = 0.23
relative distance to f* after 5 reflections = 0.21
relative distance to f* after 6 reflections = 0.14
relative distance to f* after 7 reflections = 0.11
ground energy = -13.6057 eV = -0.500000 hartree
next energy = -3.4014 eV
gap = 10.2043 eV
highest l included = 30
psi at 0 angstrom = 1.4656 angstrom^(-3/2)
psi at 0.25 angstrom = 0.9138 angstrom^(-3/2)
psi at 0.50 angstrom = 0.5697 angstrom^(-3/2)
psi at 1.00 angstrom = 0.2215 angstrom^(-3/2)
psi at 2.00 angstrom = 0.0335 angstrom^(-3/2)
heat flow start: Gaussian of lobe A; short t = 0.04 1/eV
comparison region: r < 2.12 angstrom
smallest ratio, Coulomb flow / free flow = 1.354
largest ratio, Coulomb flow / free flow = 6.356
t = 0.00 1/eV: error = 1.00e+00, bound = 1.00e+00, front/back at 1 angstrom = 42.5211
t = 0.04 1/eV: error = 5.68e-01, bound = 6.65e-01, front/back at 1 angstrom = 9.5519
t = 0.40 1/eV: error = 1.05e-02, bound = 1.69e-02, front/back at 1 angstrom = 1.0333
t = 1.00 1/eV: error = 2.22e-05, bound = 3.70e-05, front/back at 1 angstrom = 1.0001
gain from modulus of excited s state = 1.045
potential cut at depth 100 eV: shift = 0.83 eV, bound = 7.40 eV
```
